\section*{Why oxygen 2p and copper 3d norm-conserving pseudopotentials are hard}

\section{Two similar levels with very different costs}

Oxygen and sulfur each have six valence electrons, and their valence $p$ levels are close: $-9.21$ eV for O $2p$ and $-7.12$ eV for S $3p$. Yet when both orbitals are replaced by smooth norm-conserving ones, by the same recipe and with the same tolerated plane-wave error, the oxygen orbital needs plane waves up to 1405 eV and the sulfur orbital only up to 172 eV. Copper and silver show the same contrast: 5284 eV for Cu $3d$ against 1164 eV for Ag $4d$.

A pseudopotential is called hard if it needs a high plane-wave cutoff. The hardness of O $2p$ and Cu $3d$ has several contributions: the absence of a core state of the same angular momentum, the strength of the nuclear attraction, the conservation of the norm, and the radius inside which smoothing is allowed.

The numbers are for free, spherical, spin-unpolarized atoms in the local density approximation, without relativity unless stated. With $\psi=u(r)Y_{lm}/r$ and $\int_0^\infty u^2\,dr=1$, the radial equation is
\begin{equation}
-\frac{\hbar^2}{2m}u''+W u=Eu,\qquad W=V(r)+\frac{\hbar^2l(l+1)}{2mr^2}.
\label{radial}
\end{equation}
$V$ is the screened potential, including the electrons' own field. The outermost maximum of $u^2$ lies at $r_m$.

\section{First contribution: the core repulsion}

Orbitals of different $l$ are orthogonal through their angular factors, whatever their radial parts do. In oxygen the radial overlap $\int u_{1s}u_{2p}\,dr$ is 0.277 in magnitude, far from zero, but it is multiplied by an angular integral that vanishes. The $1s$ core therefore puts no orthogonality condition on $u_{2p}$. It acts on $2p$ only through $V$.

A core state $u_c$ of the same $l$ does constrain the valence state $u_v$. Let $H$ be the operator on the left of (\ref{radial}), and take $\varphi=u_v+a\,u_c$ with any number $a$. Since $\langle u_c|u_v\rangle=0$ and $\langle u_c|u_c\rangle=1$,
\begin{align}
&\bigl[H+(E_v-E_c)|u_c\rangle\langle u_c|\bigr]\varphi\nonumber\\
&\quad=E_vu_v+aE_cu_c+a(E_v-E_c)u_c=E_v\varphi .
\label{pk}
\end{align}
The orthogonality condition has become an extra term in the Hamiltonian. It is repulsive because $E_v>E_c$. For S $3p$ the core state is $2p$ at $-156.5$ eV, so the strength is $-7.1+156.5=149.4$ eV; for Ag $4d$ above $3d$ it is 356 eV. These numbers multiply a projector, so they are not the height of a local barrier. For O $2p$ and Cu $3d$ there is no such core state and no such term.

The term has two effects. The first is on size. The lowest state of a channel has no node: if $u$ minimizes the energy, so does $|u|$, which must then also solve (\ref{radial}). At a node $|u|$ would need zero value and zero slope, and a solution with both vanishes everywhere. S $2p$ is thus of one sign, and $3p$ must change sign to be orthogonal to it. The main lobe of $3p$ peaks at 0.0846 nm, while the core $2p$ peaks at 0.0173 nm. The latter is where the lowest $p$ state of the sulfur potential sits when nothing keeps it out. O $2p$ is itself the lowest state of its channel, and peaks at 0.0430 nm.

The second effect is on smoothness. Because $a$ in (\ref{pk}) is free, it can be chosen to cancel the inner oscillation. The least kinetic energy of any normalized mixture of $3p$ and $2p$ in sulfur is 20.8 eV, against 53.0 eV for $3p$ itself. For silver the mixture lowers 214 eV to 104 eV. O $2p$, with 69.5 eV, and Cu $3d$, with 255 eV, have no core state to mix in. Their kinetic energy belongs to a compact lobe and not to a removable wiggle.

The absence of nodes is therefore a sign of the missing repulsion and not itself the cause of hardness. All the pseudo-orbitals below are nodeless, including the soft ones.

\section{Second contribution: the nuclear attraction}

Boron also has a $2p$ orbital and no $p$ core. If the missing core state were sufficient, boron would be as hard as oxygen. Its cutoff is 297 eV.

A hydrogen-like estimate shows what differs. For effective charge $Z$ and $n=l+1$, the nodeless solution is $u\propto r^{n}e^{-Zr/(na_0)}$, with $a_0$ the Bohr radius. Setting $u'/u=n/r-Z/(na_0)$ to zero gives
\begin{equation}
r_m=\frac{n^2a_0}{Z}.
\end{equation}
The maxima lie at 0.0826 nm in boron and 0.0430 nm in oxygen, so in this model the effective charge felt by oxygen $2p$ is $0.0826/0.0430=1.9$ times larger. Without a core repulsion the orbital can follow the attraction inwards, but the attraction decides how far it goes.

Boron $2p$ and sulfur $3p$ have nearly the same $r_m$, yet their cutoffs are 297 and 172 eV. The position of the maximum alone therefore does not fix the cutoff. The gap depends on the smoothing radius, here $1.5\,r_m$: at $2.5\,r_m$ the two cutoffs agree within about 2\%. The pair does not isolate the effect of the core repulsion, since the two levels also differ in binding ($-3.72$ and $-7.12$ eV).

\section{Third contribution: keeping the norm}

A pseudo-orbital agrees with the true one beyond a radius $r_c$ and is smooth inside. To see why its inner charge matters, let $u$ be the solution of (\ref{radial}) regular at the origin, for variable $E$, and write $\dot u=\partial u/\partial E$. Differentiating (\ref{radial}) gives
\begin{equation}
-\frac{\hbar^2}{2m}\dot u''+W\dot u=E\dot u+u .
\end{equation}
Multiply this by $u$, multiply (\ref{radial}) by $\dot u$, and subtract. The terms in $W$ and $E$ cancel:
\begin{equation}
-\frac{\hbar^2}{2m}\,(u\dot u'-\dot u u')'=u^2 .
\end{equation}
Integrate from 0 to $R$. The bracket vanishes at the origin, and at $R$ it equals $u^2\,\partial(u'/u)/\partial E$. Hence
\begin{equation}
u(R)^2\,\frac{\partial}{\partial E}\frac{u'(R)}{u(R)}=-\frac{2m}{\hbar^2}\int_0^Ru^2\,dr .
\label{norm}
\end{equation}
The logarithmic derivative $u'/u$ at $r_c$ is all that the outside world learns about the inside. If the pseudo-orbital has the true inner charge, its response is right to first order in energy.

An explicit construction inside $r_c$ is
\begin{equation}
u_{ps}=r^{l+1}P(y),\qquad y=\frac{r^2}{r_c^2}-1 .
\end{equation}
The coefficients of $1,y,y^2,y^3$ are the Taylor coefficients of the true $u/r^{l+1}$ at $r_c$, so the value and three derivatives match. The coefficient $t$ of $y^4$ is fixed by the norm. With $e$ the part of $u_{ps}$ without $t$, $b=r^{l+1}y^4$, and $Q$ the true charge inside $r_c$,
\begin{equation}
t^2\!\int_0^{r_c}\! b^2dr+2t\!\int_0^{r_c}\! eb\,dr+\int_0^{r_c}\! e^2dr=Q ,
\end{equation}
and the larger root is taken. The potential follows by inverting (\ref{radial}). With $dy/dr=2r/r_c^2$, two differentiations give
\begin{equation}
u_{ps}''=l(l+1)r^{l-1}P+\frac{(4l+6)r^{l+1}}{r_c^2}P'+\frac{4r^{l+3}}{r_c^4}P'' ,
\end{equation}
where $4l+6=2(l+1)+2(l+2)$. Dividing by $u_{ps}$, the first term cancels the centrifugal term, and
\begin{equation}
V_{ps}=E+\frac{\hbar^2}{m}\,\frac{(2l+3)P'/r_c^2+2r^2P''/r_c^4}{P}.
\end{equation}
For $r_c=1.5\,r_m$ the screened pseudopotential at the origin is $-252$ eV for O $2p$ and $-61$ eV for S $3p$. A deep, narrow well is needed to hold the oxygen charge in its small region.

\section{From size to cutoff}

The radial Fourier amplitude is
\begin{equation}
\phi(q)=\sqrt{\frac2\pi}\int_0^\infty u(r)\,qr\,j_l(qr)\,dr ,
\end{equation}
with $j_l$ the spherical Bessel function. Plane waves up to $q_c$ miss the kinetic energy
\begin{equation}
\Delta T(q_c)=\int_{q_c}^\infty\frac{\hbar^2q^2}{2m}\,\phi(q)^2\,dq .
\end{equation}
The cutoff $E_{cut}=\hbar^2q_c^2/2m$ is set here by $\Delta T=10$ meV per electron. The integral was ended at $q=680$ nm$^{-1}$. For Cu $3d$ this leaves out 0.17 meV, and including it raises 5284 eV by about 14 eV; the other cutoffs do not change in the digits shown.

Now shrink an orbital by a factor $\lambda$ without changing its shape: $u_\lambda(r)=\sqrt\lambda\,u(\lambda r)$. Substituting $s=\lambda r$ gives $\phi_\lambda(q)=\lambda^{-1/2}\phi(q/\lambda)$. With $q=\lambda p$,
\begin{equation}
\Delta T_\lambda(\lambda q_c)=\int_{q_c}^\infty\frac{\hbar^2\lambda^2p^2}{2m}\,\frac{\phi(p)^2}{\lambda}\,\lambda\,dp=\lambda^2\Delta T(q_c).
\label{scale}
\end{equation}
If the tolerated error grows by $\lambda^2$ as well, the cutoff grows by $\lambda^2$. At a fixed error in eV it grows faster, because at $\lambda q_c$ the missing energy is still $\lambda^2$ times too large. For hydrogen-like $2p$ orbitals with $Z=2$ and $4$ ($\lambda=2$), smoothed by the recipe above, the cutoff ratio is 4.00 at scaled tolerance and 6.8 at fixed tolerance. The second number depends on which part of the tail of $\phi$ is crossed: it is 4.8 for $Z=1$ and $2$, and 4.9 for $Z=4$ and $8$.

Equation (\ref{scale}) lets the cutoff ratios be split into three factors: size, $(r_m^{soft}/r_m^{hard})^2$; shape, which is what remains at scaled tolerance; and the effect of fixing the error in eV. All orbitals have $r_c=1.5\,r_m$. Each factor is rounded separately, so a product of the printed factors can differ slightly from the total, and the last digit of each is uncertain by about one unit.
\begin{align}
\text{O/S:}\quad &3.87\times1.30\times1.62=8.15\nonumber\\
\text{O/B:}\quad &3.68\times0.99\times1.30=4.74\\
\text{Cu/Ag:}\quad &2.96\times1.07\times1.44=4.54\nonumber
\end{align}
For O/S, for example, the ratio at scaled tolerance is 5.02, so the shape factor is $5.02/3.87=1.30$ and the last factor is $8.15/5.02=1.62$. Size is the largest factor in each pair. With this recipe, shape matters most for O/S and hardly at all for O/B, where both orbitals are $2p$. The shape factor includes the form that the polynomial gives the orbital inside $r_c$, so it depends on the recipe and is not a property of the atoms alone. For O/S it is 1.69 with one more derivative matched, 1.01 at $r_c=2\,r_m$ and 0.78 at $r_c=2.5\,r_m$, where the total ratio is 4.6. Size remains the largest factor in all these cases.

Part of each cutoff comes from the recipe. The fourth derivative of $u_{ps}$ jumps at $r_c$, which leaves a slowly falling tail in $\phi$. Matching one more derivative changes the cutoffs to 1332 eV (O), 181 eV (S), 4079 eV (Cu) and 1109 eV (Ag). Copper drops by 23\%, the other three move by about 5\%, boron drops by 15\% to 252 eV, and the order of hardness stays.

\section{Weighing the norm against the radius}

Two choices remain open for a given atom: the radius $r_c$, and whether the norm is kept. For oxygen they can be varied separately. Dropping the norm here means setting $t=0$. The orbital is not rescaled afterwards, so it holds less than one electron, and the tolerated 10 meV refers to the orbital as it stands. The last column tests transfer to another charge state. The change of the true potential from O to O$^+$ is added to the pseudopotential, and the resulting level shift is compared with the true one, $-15.39$ eV.

\begin{center}
\begin{tabular}{llccc}
$r_c$ (nm) & norm & inner charge & $E_{cut}$ (eV) & error (eV)\\
0.0645 & kept & 0.568 & 1405 & 0.06\\
0.0645 & dropped & 0.413 & 858 & 0.61\\
0.1076 & kept & 0.865 & 598 & 0.56\\
0.1076 & dropped & 0.383 & 307 & 2.08
\end{tabular}
\end{center}

At the small radius, dropping the norm lowers the cutoff by 39\% and makes the error ten times larger. Equation (\ref{norm}) shows what is lost. The slope of $u'/u$ at $r_c$ falls in magnitude from 1.394 to 1.013 nm$^{-1}$eV$^{-1}$, a ratio of 0.727, which is the ratio of inner charges $0.413/0.568$. The slope alone does not give the size of the error, since a uniform change of potential would still shift the level correctly. The missing charge lies well inside $r_c$, where the change of potential is most attractive; first-order perturbation theory with the normalized orbital gives 0.58 eV of the 0.61 eV.

Widening the sphere with the norm kept lowers the cutoff by 57\%, at a similar cost in error. With the norm kept, both orbitals are normalized and agree outside $r_c$, so to first order the error is $\int_0^{r_c}\delta V\,(u_{ps}^2-u^2)\,dr$, where $\delta V$ is the change of potential. Because the inner charges are equal, this vanishes if $\delta V$ is constant inside $r_c$. In a larger sphere $\delta V$ varies more, and smoothing also displaces more charge. Both factors in the integral grow, and so does the error.

Compactness thus becomes a high cutoff through a double demand: the charge must stay inside $r_c$, and $r_c$ must stay small enough for transfer. Augmentation relaxes the first demand. Let $\Delta Q=Q-Q_{ps}$ be the missing charge, and let $\beta(r)$ be a function confined to $r<r_c$ with $\langle\beta|u_{ps}\rangle=1$. Replace the eigenvalue problem at the reference energy $E_0$ by
\begin{equation}
\bigl[H_{ps}+E_0\Delta Q|\beta\rangle\langle\beta|\bigr]u=E\bigl[1+\Delta Q|\beta\rangle\langle\beta|\bigr]u .
\end{equation}
At $E=E_0$ the added terms cancel and $u_{ps}$ is still a solution. Differentiating with respect to $E$ at $E_0$ gives
\begin{equation}
(H_{ps}-E_0)\dot u=u_{ps}+\Delta Q\,\beta .
\end{equation}
Multiplying by $u_{ps}$ and integrating to $r_c$ as before, the right side becomes $Q_{ps}+\Delta Q=Q$. The soft orbital now has the true first-order energy response. The missing charge, 0.155 per electron in the second row of the table, must also be added to the electron density, and any change of the potential must act on this added charge too. This is the principle of ultrasoft pseudopotentials. The errors in the table are for orbitals without this repair.

For copper, going to $r_c=2.5\,r_m=0.0791$ nm lowers the cutoff from 5284 to 2526 eV with the norm kept, and to 874 eV with it dropped.

\section{What the cutoffs mean in a crystal}

All atoms in a cell share one set of plane waves, so the hardest orbital sets the cutoff. In silicon dioxide this is expected to be O $2p$, because Si $3p$, like S $3p$, has a $p$ core below it; silicon was not computed here. A cube of side $L$ has one plane wave per volume $(2\pi/L)^3$ of wave-vector space, so a sphere of radius $q_c$ holds about $L^3q_c^3/6\pi^2$ of them. For $L=1$ nm a direct count gives 119\,825 at the O $2p$ cutoff and 5137 at the S $3p$ cutoff. The ratio, 23, is $8.15^{3/2}$. In sulfur the $3s$ orbital is the harder one with this recipe, at 223 eV, so between the two atoms the ratio is about $(1405/223)^{3/2}=16$.

The Si--O distance is roughly 0.16 nm. The small oxygen sphere takes 0.40 of it and the wide one 0.67, which leaves little room for silicon if the spheres are not to overlap. The oxygen cutoff of 1405 eV is of a realistic size for a norm-conserving potential. The copper value of 5284 eV is far above practical ones, which are roughly one to two thousand eV. Two choices made here raise it: $r_c$ is held at the same small multiple of $r_m$ for every atom, and the polynomial is not optimized for a low cutoff.

Of the neglected effects, scalar relativity moves $r_m$ outwards by about 0.3\% in Cu $3d$ and 0.7\% in Ag $4d$, and raises the levels by 0.17 and 0.46 eV. This is far too little to alter the comparison. Charge state matters more: ionizing oxygen shrinks $r_m$ by 4.4\%, which by the size law would raise the cutoff by 9 to 10\% at scaled tolerance. Oxygen in an oxide gains electrons instead, so a shift the other way is to be expected, but it was not computed. Spin polarization, gradient corrections to the functional and bonding in the crystal are left out and not sized.

\section*{Computed results}
\begin{verbatim}
Ne 2p level, radial grid / Gaussian basis: -13.552 / -13.560 eV
Matching radius rc / r_m: tight 1.5, wide 2.5
Tolerated missing kinetic energy: 10.0 meV per electron
One shape, inverse-square radius ratio 4.00: cutoff ratio 4.00 at scaled tolerance, 6.80 at fixed tolerance
O 2p: level -9.21 eV, r_m 0.0430 nm, nodes 0, rc 0.0645 nm, cutoff 1405 eV
S 3p: level -7.12 eV, r_m 0.0846 nm, nodes 1, rc 0.1269 nm, cutoff 172 eV
B 2p: level -3.72 eV, r_m 0.0826 nm, nodes 0, rc 0.1238 nm, cutoff 297 eV
Cu 3d: level -5.50 eV, r_m 0.0316 nm, nodes 0, rc 0.0475 nm, cutoff 5284 eV
Ag 4d: level -8.13 eV, r_m 0.0545 nm, nodes 1, rc 0.0817 nm, cutoff 1164 eV
O 2p / S 3p: inverse-square radius ratio 3.87, cutoff ratio 5.02 (scaled tolerance), 8.15 (fixed)
O 2p / B 2p: inverse-square radius ratio 3.68, cutoff ratio 3.64 (scaled tolerance), 4.74 (fixed)
Cu 3d / Ag 4d: inverse-square radius ratio 2.96, cutoff ratio 3.16 (scaled tolerance), 4.54 (fixed)
One more derivative matched at rc: cutoff O 2p 1332 eV, S 3p 181 eV
One more derivative matched at rc: cutoff Cu 3d 4079 eV, Ag 4d 1109 eV
O 1s-2p radial overlap (angular factor is zero): 0.277
S 3p: same-l core level -156.5 eV, core r_m 0.0173 nm, repulsion strength 149.4 eV
S 3p: kinetic energy 53.0 eV, after mixing in the core state 20.8 eV
Ag 4d: same-l core level -363.8 eV, core r_m 0.0145 nm, repulsion strength 355.6 eV
Ag 4d: kinetic energy 214.1 eV, after mixing in the core state 104.2 eV
O 2p: kinetic energy 69.5 eV, no core state to mix in
Cu 3d: kinetic energy 254.8 eV, no core state to mix in
Screened pseudopotential at r = 0: O 2p -252.1 eV, S 3p -61.3 eV
O 2p level shift on ionizing O to O+: -15.39 eV
O tight rc 0.0645 nm, norm kept: inner charge 0.568 (true 0.568), cutoff 1405 eV, O+ error 60.1 meV
O tight rc 0.0645 nm, norm dropped: inner charge 0.413 (true 0.568), cutoff 858 eV, O+ error 611.2 meV
O wide rc 0.1076 nm, norm kept: inner charge 0.865 (true 0.865), cutoff 598 eV, O+ error 555.6 meV
O wide rc 0.1076 nm, norm dropped: inner charge 0.383 (true 0.865), cutoff 307 eV, O+ error 2078.4 meV
O slope d(u'/u)/dE at tight rc, true: -1.394 1/(nm eV)
O slope d(u'/u)/dE at tight rc, norm kept: -1.394 1/(nm eV)
O slope d(u'/u)/dE at tight rc, norm dropped: -1.013 1/(nm eV)
Cu 3d wide rc 0.0791 nm: cutoff 2526 eV norm kept, 874 eV norm dropped
Plane waves in a 1 nm cube at the O 2p cutoff: 119825 (volume formula 119612)
Plane waves in a 1 nm cube at the S 3p cutoff: 5137 (volume formula 5144)
Rough Si-O distance 0.16 nm; O rc takes 0.40 of it (tight), 0.67 (wide)
Scalar relativity, Cu 3d: r_m changes by 0.25 %, level by 0.17 eV
Scalar relativity, Ag 4d: r_m changes by 0.73 %, level by 0.46 eV
Charge state, O to O+: r_m of 2p changes by -4.43 %
\end{verbatim}
